# The Rytova–Keldysh Interaction of Charges in a Polarizable Sheet, part 1

(Sections cited here and not found follow in the second part.)

## 1. Poisson's equation for the sheet and its solution in reciprocal space

A model calculation of an exciton or of a charged impurity in a two-dimensional semiconductor needs an interaction between charges, and one must decide whether a Coulomb law divided by a dielectric constant will do. For a thin polarizable layer it does so at large distances alone. There the constant is that of the surroundings, and the layer itself drops out. At shorter distances the layer screens by an amount that depends on the distance, and the interaction becomes logarithmic. The length that separates the two regimes follows from the polarizability of the layer and the permittivities on its two sides.

### The model

The layer is represented by a sheet of zero thickness in the plane $z=0$. A medium of relative permittivity $\varepsilon_1$ fills the space above it, and one of relative permittivity $\varepsilon_2$ fills the space below. Both are uniform and isotropic. Positions in the plane are denoted by $\boldsymbol\rho$, with $\rho=|\boldsymbol\rho|$.

The sheet responds to the electric field in its own plane. Its dipole moment per unit area is $\varepsilon_0\chi\mathbf E_\parallel$, so the polarization per unit volume is

$$\mathbf P_{\rm s}(\boldsymbol\rho,z)=\varepsilon_0\chi\,\mathbf E_\parallel(\boldsymbol\rho,0)\,\delta(z). \tag{1}$$

The coefficient $\chi$ is a length, because a dipole moment per area replaces a dipole moment per volume. In Gaussian units the sheet polarizability is $\chi/4\pi$. Equation (1) contains four assumptions: the response is linear, static, isotropic in the plane, and local, meaning that the dipole moment at a point depends on the field at that point. The sheet has no out-of-plane response of its own. The field in (1) is well defined, since the potential, and with it the in-plane field, is continuous across the sheet.

The value of $\chi$ can be taken from a calculation on a periodic stack of such sheets in vacuum, with period $L$. A uniform in-plane field produces a uniform polarization in every sheet. This has no divergence, so there is no bound charge and the sheets do not influence each other. The polarization averaged over the volume is $\varepsilon_0\chi E/L$, and the in-plane permittivity of the stack is therefore

$$\varepsilon_\parallel=1+\frac{\chi}{L},\qquad \chi=L(\varepsilon_\parallel-1). \tag{2}$$

The permittivity of the stack depends on the amount of vacuum in the cell, whereas $\chi$ does not. This is why $\chi$, and not $\varepsilon_\parallel$, is the property of the layer.

### The equation for the potential

A point charge $Q$ is placed in the sheet at the origin. The electric displacement is the sum of the contribution of the two media and that of the sheet, $\mathbf D=\varepsilon_0\varepsilon(z)\mathbf E+\mathbf P_{\rm s}$, where $\varepsilon(z)$ equals $\varepsilon_1$ for $z>0$ and $\varepsilon_2$ for $z<0$. Gauss's law is $\nabla\cdot\mathbf D=Q\,\delta(\boldsymbol\rho)\delta(z)$. With $\mathbf E=-\nabla\phi$, the divergence of (1) is

$$\nabla\cdot\mathbf P_{\rm s}=-\varepsilon_0\chi\,\delta(z)\,\nabla_\rho^2\phi(\boldsymbol\rho,0), \tag{3}$$

where $\nabla_\rho^2$ is the Laplacian in the plane. Division of Gauss's law by $\varepsilon_0$ gives

$$-\nabla\cdot\big[\varepsilon(z)\nabla\phi\big]-\chi\,\delta(z)\nabla_\rho^2\phi(\boldsymbol\rho,0)=\frac{Q}{\varepsilon_0}\,\delta(\boldsymbol\rho)\,\delta(z). \tag{4}$$

The bound charge of the sheet is $-\nabla\cdot\mathbf P_{\rm s}$. Its density per area is thus $+\varepsilon_0\chi\nabla_\rho^2\phi$, a fact used below.

The system is uniform along the plane, which makes a Fourier transform in the plane useful. The convention is

$$\phi(\boldsymbol\rho,z)=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\boldsymbol\rho}\,\phi(q,z). \tag{5}$$

The in-plane Laplacian becomes $-q^2$, and $\delta(\boldsymbol\rho)$ becomes 1. Equation (4) turns into an ordinary differential equation for each $q=|\mathbf q|$:

$$-\frac{d}{dz}\Big[\varepsilon(z)\frac{d\phi}{dz}\Big]+\varepsilon(z)q^2\phi+\chi q^2\delta(z)\,\phi(q,0)=\frac{Q}{\varepsilon_0}\,\delta(z). \tag{6}$$

### Solution

Away from the sheet the delta functions vanish and $\varepsilon$ is constant, so $\phi''=q^2\phi$. The solutions are $e^{\pm qz}$. The potential must not grow at large $|z|$, and it is continuous at $z=0$. Hence, on both sides,

$$\phi(q,z)=\phi(q)\,e^{-q|z|},\qquad \phi(q)\equiv\phi(q,0). \tag{7}$$

The amplitude follows when (6) is integrated over a vanishingly small interval around $z=0$. The term $\varepsilon q^2\phi$ is finite and contributes nothing. The derivative term gives the jump of $\varepsilon\phi'$:

$$-\varepsilon_1\phi'(q,0^+)+\varepsilon_2\phi'(q,0^-)+\chi q^2\phi(q)=\frac{Q}{\varepsilon_0}. \tag{8}$$

From (7), $\phi'(q,0^+)=-q\phi(q)$ and $\phi'(q,0^-)=+q\phi(q)$. Both media therefore contribute with a positive sign:

$$\big[(\varepsilon_1+\varepsilon_2)q+\chi q^2\big]\phi(q)=\frac{Q}{\varepsilon_0}. \tag{9}$$

Define the mean permittivity and the screening length

$$\kappa=\frac{\varepsilon_1+\varepsilon_2}{2},\qquad r_0=\frac{\chi}{\varepsilon_1+\varepsilon_2}=\frac{\chi}{2\kappa}. \tag{10}$$

The bracket in (9) is then $2\kappa q(1+r_0q)$, and the Rytova–Keldysh interaction in reciprocal space is

$$\boxed{\;\phi(q)=\frac{Q}{2\varepsilon_0\kappa\,q\,(1+r_0q)}\;} \tag{11}$$

The interaction energy with a second charge $Q'$ in the sheet is $Q'\phi$. It is positive for two electrons and negative for an electron and a hole.

### What the sheet does to the interaction

Without the sheet $\chi=0$, and (11) reduces to $Q/(2\varepsilon_0\kappa q)$. This is the two-dimensional transform of a Coulomb potential $Q/(4\pi\varepsilon_0\kappa\rho)$: two charges at the boundary of two media interact through the mean of the two permittivities. In vacuum the transform is $Q/(2\varepsilon_0q)$. The ratio of this to (11) is the effective dielectric function

$$\varepsilon_{\rm eff}(q)=\kappa\,(1+r_0q)=\kappa+\tfrac12\chi q. \tag{12}$$

It grows linearly with $q$. The reason can be read from (9). The sheet enters through its bound charge, which needs two in-plane derivatives of the potential and so carries $q^2$, while the field in the surrounding space carries one power of $q$. Potentials that vary slowly along the plane polarize the sheet almost uniformly and induce little bound charge. For $q\ll1/r_0$ the surroundings dominate. For $q\gg1/r_0$ the sheet dominates and $\phi(q)\approx Q/(\varepsilon_0\chi q^2)$, in which $\kappa$ no longer appears.

The same statement can be made in terms of charge. The bound charge density of the sheet is $\varepsilon_0\chi\nabla_\rho^2\phi$, with transform $-\varepsilon_0\chi q^2\phi(q)$. Insertion of (11) and of $\chi=2\kappa r_0$ gives

$$\sigma_{\rm s}(q)=-Q\,\frac{r_0q}{1+r_0q},\qquad Q+\sigma_{\rm s}(q)=\frac{Q}{1+r_0q}. \tag{13}$$

At $q=0$ the bound charge vanishes, so the sheet carries no net charge. At large $q$ the sum of free and bound charge tends to zero, so no point charge is left at the origin. The sheet neutralizes the point charge and returns the same amount of charge as an extended cloud. The polarization charge of the two surrounding media is not part of this sum; it is accounted for by $\kappa$.

### Use on a grid of wave vectors

The potential (11) diverges as $1/q$ at small $q$. A sum over a grid of wave vectors cannot use the value at $q=0$, but the divergence is integrable in two dimensions. Replace the grid cell around $q=0$ by a disc of equal area with radius $q_c$. The average of (11) over the disc is

$$\bar\phi=\frac{1}{\pi q_c^2}\int_0^{q_c}\!2\pi q\,\phi(q)\,dq=\frac{Q}{\varepsilon_0\kappa q_c^2}\int_0^{q_c}\!\frac{dq}{1+r_0q}=\frac{Q\,\ln(1+r_0q_c)}{\varepsilon_0\kappa r_0q_c^2}. \tag{14}$$

As an average over the cell, this is approximate only through the change of shape from cell to disc, which matters by less than 1 percent on a square grid. A sum over the grid has a further error, because the potential is strongly curved in the neighbouring cells and is sampled there only at their centres. On a fine square grid with $r_0q_c\ll1$, the value at $q=0$ that would make the sum exact for a smooth function is about 10 percent larger than (14). The effect on the sum vanishes as the grid is refined, so convergence with the grid spacing must be checked. If $r_0q_c\ll1$, the logarithm is close to $r_0q_c$ and the average is $Q/(\varepsilon_0\kappa q_c)$, twice the unscreened potential at the edge of the disc. If $r_0q_c$ is not small, the screening by the sheet already matters inside the first cell, and (14) includes it.

### Numbers in reciprocal space

None of the parameters below belongs to a particular material. Take $\chi=8$ nm, vacuum above ($\varepsilon_1=1$) and a substrate with $\varepsilon_2=3$. Then $\kappa=(1+3)/2=2$ and $r_0=8/4=2$ nm. For two elementary charges the energy is $U(q)=e\phi(q)$ with $Q=e$, and $e^2/\varepsilon_0=4\pi\times1.43996$ eV nm $=18.095$ eV nm. At $q=1\ \mathrm{nm}^{-1}$,

$$U=\frac{18.095}{2\times2\times1\times(1+2)}\ \mathrm{eV\,nm^2}=1.508\ \mathrm{eV\,nm^2}. \tag{15}$$

The Coulomb interaction in the surroundings alone is 4.524 eV nm², larger by the factor $1+r_0q=3$. At $q=0.1\ \mathrm{nm}^{-1}$ the factor is 1.2, and at $2\ \mathrm{nm}^{-1}$ it is 5. The effective dielectric function (12) runs from 2.4 to 10 between these two wave numbers, so no constant can stand for it over this range.

### The condition on the thickness

A real layer has a thickness $d$. The size of the resulting error can be found for a simple slab. Let the in-plane polarizability $\chi$ and the charge $Q$ be spread evenly over $|z|<d/2$, with the two media otherwise continuing up to $z=0$. Let $f(z)=\varepsilon_0\phi(q,z)/Q$, let $\bar f$ be its average over the slab, and let $J=-\varepsilon f'$. We work to first order in $qd$.

The free charge and the bound charge from $\chi$ add up to $s=1-\chi q^2\bar f$. Within the slab this charge is uniform up to a part of order $d$ with zero mean, which changes $\bar f$ at order $d^2$ and can be dropped. Equation (6) becomes $J'=s/d-\varepsilon q^2f$. At the faces, (7) gives $J=\varepsilon_1qf_+$ at the top and $J=-\varepsilon_2qf_-$ at the bottom, where $f_\pm=f(\pm d/2)$. Integration over the slab yields

$$q(\varepsilon_1f_++\varepsilon_2f_-)+\kappa q^2d\,\bar f=s. \tag{16}$$

The face values are needed to first order. To leading order $J$ rises linearly between its two face values, so $J=q\bar f\,[(\varepsilon_1-\varepsilon_2)/2+2\kappa z/d]$. Integrating $f'=-J/\varepsilon$ from the middle, where $f=f_0$, and writing $A=qd\bar f$, one finds

$$f_+=f_0-\frac{A(3\varepsilon_1-\varepsilon_2)}{8\varepsilon_1},\qquad f_-=f_0-\frac{A(3\varepsilon_2-\varepsilon_1)}{8\varepsilon_2}. \tag{17}$$

Hence $\varepsilon_1f_++\varepsilon_2f_-=2\kappa f_0-\kappa A/2$. The averages of $f-f_0$ over the upper and lower halves are $-A(2-\varepsilon_2/\varepsilon_1)/12$ and $-A(2-\varepsilon_1/\varepsilon_2)/12$. Their mean, with $\varepsilon_1/\varepsilon_2+\varepsilon_2/\varepsilon_1=4\kappa^2/(\varepsilon_1\varepsilon_2)-2$, is

$$\bar f-f_0=-A\Big(\frac14-\frac{\kappa^2}{6\varepsilon_1\varepsilon_2}\Big). \tag{18}$$

Elimination of $f_0$ gives $\varepsilon_1f_++\varepsilon_2f_-=2\kappa\bar f-\kappa^3A/(3\varepsilon_1\varepsilon_2)$. Put this and $s=1-\chi q^2\bar f$ into (16), and use $\chi=2\kappa r_0$:

$$2\kappa q\,\bar f\,\big[1+r_0q+c\,qd\big]=1,\qquad c=\frac12-\frac{\kappa^2}{6\varepsilon_1\varepsilon_2}. \tag{19}$$

The sheet formula lacks the term $c\,qd$. Relative to the slab, it is in error by

$$\frac{\phi_{\rm sheet}}{\phi_{\rm slab}}-1\approx\frac{c\,qd}{1+r_0q}. \tag{20}$$

For the example $c=1/2-4/18=5/18$. With $d=0.6$ nm and $q=0.1\ \mathrm{nm}^{-1}$ the estimate is $(5/18)(0.06)/1.2=1.4$ percent, and a numerical solution for the slab gives 1.4 percent as well. At $q=2\ \mathrm{nm}^{-1}$, where neither $qd=1.2$ nor the product $r_0q\cdot qd=4.8$ is small, as the first-order result requires, the estimate is 6.7 percent and the numerical value 8.0 percent. Strong in-plane screening holds the error down through the denominator of (20).

Equation (11) itself was tested against such numerical solutions, extrapolated to zero thickness, at three wave numbers. The largest relative difference was $4\times10^{-7}$. Equation (20) is the error for this slab and should not be read as the error for a real layer. In the slab, $\chi$ is the in-plane response in excess of the two media, whereas (2) gives the excess over vacuum. A layer that displaces the media over its thickness has an excess smaller by $(\kappa-1)d$. If $\chi$ from (2) is used in the sheet formula, this lowers $c$ by $(\kappa-1)/(2\kappa)$, in the example from $5/18$ to $1/36$. An out-of-plane permittivity that differs from that of the surroundings in general changes $c$ as well.

## 2. The interaction in real space

The results needed from the first half are these. A sheet with in-plane polarizability $\chi$, a length, lies between media with relative permittivities $\varepsilon_1$ and $\varepsilon_2$. Their mean is $\kappa$, and $r_0=\chi/(2\kappa)$ is the screening length. A point charge $Q$ in the sheet produces in the sheet the potential $\phi(q)=Q/[2\varepsilon_0\kappa q(1+r_0q)]$, equation (11), with the Fourier convention (5). The bound charge of the sheet has the density $\varepsilon_0\chi\nabla_\rho^2\phi$ per unit area, and its total is zero.

This part has derived the potential of a point charge in the sheet in reciprocal space, equation (11), and estimated the error of the sheet formula for a slab of finite thickness. What remains is to transform the potential to real space, find its behaviour at short and long distances, and describe the charge cloud and the limits of the formula.
